# Why a straight E(N) line does not show semilocal accuracy

**The argument under review**

The manuscript considers a large system made of many identical, well-separated molecules and computes its energy with a semilocal density functional while one electron is gradually removed. It then argues as follows.

1. The exact energy is a straight line between neighbouring integer electron numbers.
2. Semilocal functionals give a curved line for one small molecule, and this curvature is a signature of their self-interaction error.
3. For the large system the computed line is almost straight, and the energy needed to remove one whole electron agrees with the highest occupied eigenvalue.
4. Therefore the self-interaction error has become negligible in the large system, and the functional describes its ionization accurately.

The first three statements can be accepted. The question is whether the fourth follows. A straight line has a slope as well as a curvature, and the manuscript has examined the curvature alone. I therefore work out both for a case in which the correct slope is known.

**Setting and conventions**

Take $M$ identical neutral fragments, which may be atoms or molecules, with clamped nuclei. Let all separations go to infinity at fixed $M$, and let $M$ grow afterwards. A total charge $q$ is removed, with $0\le q\le 1$, so the electron number is $N=N_0-q$. I use $q$ as the variable because it makes the ionization energy a positive slope: $dE/dq=-dE/dN$, while the second derivatives are equal.

Let $e(x)$ be the energy that the approximate functional assigns to one fragment with $x$ electrons removed. The fragment is closed-shell with a nondegenerate highest occupied orbital, and the charge is taken from one spin channel. The occupation of the orbital being emptied is $n=1-x$, and its eigenvalue is $\varepsilon(x)$. For the neutral fragment I write $\varepsilon_H=\varepsilon(0)$.

Fractional $x$ is not an artificial device here. Remove one whole electron from the combination $\psi=M^{-1/2}\sum_i\phi_i$ of the highest orbitals $\phi_i$ of the fragments. In that spin channel these orbitals contributed $\sum_i|\phi_i\rangle\langle\phi_i|$ to the density matrix, and now contribute

$$\sum_i|\phi_i\rangle\langle\phi_i|-\frac1M\sum_{i,j}|\phi_i\rangle\langle\phi_j| .$$

The part belonging to fragment $i$ alone is $(1-1/M)|\phi_i\rangle\langle\phi_i|$. The parts with $i\ne j$ contribute neither to the density nor to the kinetic energy when the orbitals do not overlap. A semilocal functional therefore sees $M$ fragments, each with occupation $1-1/M$, although the whole system has an integer number of electrons.

**How the charge is distributed**

A semilocal exchange-correlation energy is an integral over space of a function of the local density, its gradient and possibly other local ingredients. It is a sum over fragments whose densities do not overlap. The electrostatic interaction between fragments vanishes at infinite separation. Hence

$$E_M(q)=\min_{\{x_i\}}\sum_{i=1}^{M}e(x_i),\qquad \sum_{i=1}^{M}x_i=q .$$

Put $x_0=q/M$ and suppose that $e$ lies nowhere below its tangent at $x_0$:

$$e(y)\ge e(x_0)+e'(x_0)(y-x_0).$$

Set $y=x_i$ and add the $M$ inequalities. The terms linear in $x_i-x_0$ sum to $e'(x_0)(q-Mx_0)=0$, so that

$$\sum_i e(x_i)\ge M e(x_0).$$

Equality is reached when all $x_i=x_0$. The even spread is thus a minimum, and

$$E_M(q)=M\,e(q/M).$$

The condition must also cover distributions in which one fragment becomes negative and others more positive. It is weaker than convexity of $e$ over the whole range, a distinction that matters below.

**Curvature and slope**

Each derivative with respect to $q$ brings a factor $1/M$ from the argument of $e$:

$$E_M'(q)=e'(q/M),\qquad E_M''(q)=\frac1M\,e''(q/M).$$

For smooth $e$ near $x=0$, the curvature falls as $1/M$. Nothing about the functional has improved: each fragment still has the same curve $e(x)$, but only its first stretch, of length $1/M$, is explored. Any smooth curve looks straight over a short enough stretch.

The slope tends to $e'(0^+)$, which can be identified as follows. The energy depends on the occupations $n_j$ and on the orbitals. When the orbitals change at fixed occupations, the energy changes by

$$\sum_j n_j\left(\langle\delta\phi_j|\hat h|\phi_j\rangle+\langle\phi_j|\hat h|\delta\phi_j\rangle\right)=\sum_j n_j\varepsilon_j\,\delta\langle\phi_j|\phi_j\rangle=0 .$$

Here $\hat h$ is the Kohn–Sham Hamiltonian. The first equality uses $\hat h\phi_j=\varepsilon_j\phi_j$, and the second uses normalization. What remains is the explicit dependence on the occupation, through the kinetic energy and the density $\sum_j n_j|\phi_j|^2$. Its derivative is $\langle\phi_j|\hat h|\phi_j\rangle=\varepsilon_j$. This is Janak's theorem. Since $n=1-x$,

$$e'(x)=-\varepsilon(x),\qquad \lim_{M\to\infty}E_M'(q)=-\varepsilon_H .$$

Now remove one whole electron and call the cost $I_M=E_M(1)-E_M(0)$. With $\kappa=e''(0^+)$, a Taylor expansion gives

$$I_M=M\left[e(1/M)-e(0)\right]=-\varepsilon_H+\frac{\kappa}{2M}+O(M^{-2}).$$

This explains the agreement cited in the manuscript's third statement. The total-energy difference approaches the eigenvalue because both are read from the same initial slope of $e$. Their agreement shows that the calculation is consistent; it has no bearing on whether that slope is right.

**The correct slope**

For the exact energy, write $e_{\rm ex}(0)$ and $e_{\rm ex}(1)$ for the neutral fragment and its cation, and $I=e_{\rm ex}(1)-e_{\rm ex}(0)$. When one electron is removed from the separated fragments, the lowest energy is that of one cation and $M-1$ neutral fragments. Creating a second cation and an anion would cost a further $I-A$, where $A$ is the electron affinity, and this is positive for $I>A$.

The hole may be in a quantum superposition over all fragments. Each fragment then has average charge $1/M$, but it is found neutral with probability $1-1/M$ and ionized with probability $1/M$. The energy is

$$M\left[\left(1-\frac1M\right)e_{\rm ex}(0)+\frac1M e_{\rm ex}(1)\right]=(M-1)e_{\rm ex}(0)+e_{\rm ex}(1),$$

the same as for a localized hole. For fractional $q$ the exact ensemble energy interpolates linearly between the two integers, so

$$E_M^{\rm ex}(q)-E_M^{\rm ex}(0)=qI\qquad\text{for every }M.$$

Two straight lines are therefore being compared. The exact one has slope $I$, independent of $M$. The semilocal one has a slope approaching $-\varepsilon_H$. In this sense the eigenvalue is wrong: it is correctly computed for the approximate functional, but it is not minus the ionization energy.

**Where the missing curvature went**

The error can be followed from one fragment to many. Integrating by parts,

$$\int_0^1(1-x)e''(x)\,dx=\left[(1-x)e'(x)\right]_0^1+\int_0^1e'(x)\,dx .$$

The boundary term vanishes at $x=1$ provided $(1-x)e'(x)\to0$. This holds when $e'$ is finite there, and also when $e'$ diverges more slowly than $1/(1-x)$, as it can in PBE when a spin channel is emptied completely. The term gives $-e'(0^+)=\varepsilon_H$ at $x=0$. The last integral is $e(1)-e(0)=I_1$. Thus

$$I_1+\varepsilon_H=\int_0^1(1-x)e''(x)\,dx .$$

Subtract $I$ from both $I_1$ and $-\varepsilon_H$ to obtain their errors:

$$-\varepsilon_H-I=(I_1-I)-\int_0^1(1-x)e''(x)\,dx .$$

If the functional gives good energies for the neutral fragment and its cation, the first bracket is small. The error of slope in the large system is then nearly the weighted curvature of the single fragment, with its sign reversed. The bend visible for $M=1$ has been converted into a tilt.

**A case with numbers: LiH**

LiH serves as the fragment because its highest occupied orbital is nondegenerate. The bond length is set to 1.60 Å, the functional is PBE and the basis is def2-TZVP, with 20 functions per molecule. The reference is full configuration interaction in the same basis. It carries the error of a finite basis and leaves out relativity and nuclear motion, so it is a computed reference and not a measured value.

For a single molecule PBE gives $I_1=8.050$ eV, and the reference is $I=7.769$ eV. The PBE error relative to this reference is $8.050-7.769=0.281$ eV. Most of it comes from the basis and not from the functional. In def2-QZVP (65 functions) PBE gives $I_1=8.045$ eV and $\varepsilon_H=-4.359$ eV, while a coupled-cluster ionization energy (EOM-IP-CCSD, which gives 7.769 eV in def2-TZVP) rises to 8.009 eV. The single-molecule error then shrinks to 0.036 eV, and the slope error discussed next grows to $-3.650$ eV. The def2-TZVP numbers below are consistent with one another to the digits shown, but the larger basis shifts the eigenvalue by 0.03 eV and the reference by 0.24 eV.

The neutral eigenvalue is $\varepsilon_H=-4.393$ eV, so the limiting slope is 4.393 eV. Its error relative to the same reference is

$$4.393-7.769=-3.376\ \text{eV}.$$

The conversion of bend into tilt can be read off in these numbers. By the identity above, the weighted curvature is $I_1+\varepsilon_H=8.050-4.393=3.657$ eV, and $0.281-3.657=-3.376$ eV. This illustrates the identity and is not a separate test of it.

The approach to the limit is as follows. The chord deviation is $E_M(1/2)-\tfrac12[E_M(0)+E_M(1)]$.

| $M$ | $I_M$ (eV) | chord deviation (eV) |
|---:|---:|---:|
| 1 | 8.050 | −0.909 |
| 2 | 6.231 | −0.476 |
| 4 | 5.279 | −0.227 |
| 8 | 4.825 | −0.110 |
| 16 | 4.606 | −0.054 |
| 32 | 4.499 | −0.027 |

Read from top to bottom, the last column appears to support the manuscript: the line becomes straighter at every step. The middle column shows what this costs. In this basis it passes the reference value between $M=1$ and $M=2$ and then moves away from it. At $M=32$ the deviation from straightness is about 0.03 eV, while the ionization energy is too low by $7.769-4.499=3.270$ eV.

One conclusion needs no outside reference. For infinitely separated fragments the cost of removing an electron should not depend on how many other fragments exist. Here it falls by 3.657 eV between one molecule and infinitely many, with the same functional and basis.

The chord deviation also has a definite leading form. With $h=1/M$ it equals $M[e(h/2)-\tfrac12e(0)-\tfrac12e(h)]$. The constant and linear terms cancel, and the quadratic ones give

$$M\,\frac{\kappa}{2}\left(\frac{h^2}{4}-\frac{h^2}{2}\right)=-\frac{\kappa}{8M}.$$

The computed initial curvature is $\kappa=6.715$ eV, which predicts $-6.715/256=-0.026$ eV at $M=32$, close to the value in the table. Between $M=16$ and $M=32$ the decay exponent is 1.016. The expansion of $I_M$ gives $4.393+6.715/32=4.603$ eV at $M=16$, against 4.606 eV computed.

Energies and eigenvalues were also tested against each other. Minus the integral of $\varepsilon(x)$ from 0 to 1 is 8.050 eV, equal to $I_1$ at the printed precision. Extrapolating the energies $I_M$ to infinite $M$ gives 4.393 eV, the same as $-\varepsilon_H$.

**Does the hole really spread?**

The manuscript might object that fractional occupations were imposed on the fragments. This was tested with an actual pair of LiH molecules 500 Å apart, from which one whole electron was removed. The orbitals had definite parity and integer occupations. The parity forces half of the hole onto each molecule, so this calculation tests the energy of the spread hole; whether spreading is preferred is decided by the comparison with a localized hole below. After subtraction of the Coulomb energy of two half charges, 0.0072 eV, the ionization energy is 6.2314 eV. The fragment formula $2[e(1/2)-e(0)]$ gives 6.2314 eV. Placing the whole hole on one molecule would cost $8.050-6.231=1.819$ eV more in PBE, whereas the exact energies of the two arrangements are equal.

The tangent condition was tested for $x_0=1/M$ with $M=2$ to 32, against sampled charges that include the anion and the dication. It held at every sampled point. Sampling is not a proof for all real charges; fractional negative charges, for example, were not included, and $x_0=1/64$, which enters the last chord deviation in the table, was not used as a tangent point. Spin offers another freedom: at $x=1/2$, dividing the hole equally between the two spins raises the energy by 0.176 eV, so the one-spin choice is the lower of these two.

There is one irregular feature. The slope $-\varepsilon(x)$ rises from 4.393 eV at $x=0$ to 8.175 eV at $x=1/2$, but is 7.019 eV at $x=1$ (this eigenvalue of an empty orbital is sensitive to the basis, and is 7.215 eV in def2-QZVP). The PBE curve must therefore be concave somewhere in its second half, and it would be false to call it convex between the integers.

A possible explanation comes from a nearly empty orbital of fixed shape. Its Hartree self-energy is $\tfrac12Jn^2$. Where it dominates the density of its spin, local exchange contributes $-Cn^{4/3}$, with $J,C>0$. The second derivative of the sum is

$$J-\frac49\,C\,n^{-2/3},$$

which is negative for small enough $n$. For LiH this remains a conjecture, because PBE adds gradient corrections, the orbitals relax, and the core contributes density of the same spin. The conclusion for large $M$ is unaffected: the even spread uses $e$ near $x=0$, and the tangent condition, not global convexity, protects it.

**When the $1/M$ law fails**

The law belongs to functionals that spread the hole. Hartree–Fock behaves differently. At frozen orbitals, the terms quadratic in the occupation of one spin orbital are $\tfrac12n^2(J_{ii}-K_{ii})$. They vanish because the self-Coulomb integral $J_{ii}$ equals the self-exchange integral $K_{ii}$. The energy is then linear in $x$ for each fixed set of orbitals. Minimizing over orbitals gives the lower envelope of a family of straight lines, which is concave.

Let $f(x)=e(x)-e(0)$, so that $f(0)=0$. For $q>0$ and charges $0\le x_i\le q$, concavity gives $f(x_i)\ge(x_i/q)f(q)$. Summing over fragments,

$$\sum_i f(x_i)\ge f(q).$$

Among such distributions, a minimum puts all the charge on one fragment. The curve is then $E_M(q)-E_M(0)=e(q)-e(0)$, and its curvature does not depend on $M$. For LiH the localized hole costs 6.998 eV. Spreading it over two molecules costs 7.348 eV, and over four 7.650 eV. Hartree–Fock thus keeps its curvature in the large system, yet its ionization energy does not drift with $M$. It is still $7.769-6.998=0.771$ eV below the reference (about 1.0 eV in def2-QZVP), so this independence of size does not by itself establish accuracy either.

Finite separation changes the law in another way. Charges $q/M$ on fragments at distances $R_{ij}$ add, to leading order in inverse distance and in atomic units,

$$\Delta E=\frac{q^2}{2M^2}\sum_{i\ne j}\frac1{R_{ij}},\qquad \Delta E''=\frac1{M^2}\sum_{i\ne j}\frac1{R_{ij}} .$$

For a compact three-dimensional cluster with fixed spacing, the diameter $L$ grows as $M^{1/3}$. The sum has about $M^2$ terms of typical size $1/L$, so this part of the curvature falls as $M^{-1/3}$, more slowly than $1/M$. It has the form of the charging energy of a finite body, but for one hole among non-overlapping closed-shell fragments the exact energy contains no such term: a hole in superposition does not repel itself, and the exact curve stays straight for $0\le q\le1$. In a semilocal functional the term is the self-repulsion of the spread hole. The pure $1/M$ law requires the separations to be taken to infinity first.

**Electron addition needs separate care**

Suppose that the fragment binds an extra electron within the functional. If the added charge spread evenly, each fragment would receive $1/M$ of an electron in its lowest empty orbital, with eigenvalue $\varepsilon_L$. The cost of this even spread is, to first order,

$$M\left[\frac{\varepsilon_L}{M}+o(M^{-1})\right]\longrightarrow\varepsilon_L .$$

Here $o(M^{-1})$ stands for terms that vanish faster than $1/M$. The even spread need not be the minimum, however. Negative $x$ denotes added charge. If $e(x)$ is strictly concave for small negative $x$, the tangent condition fails for large $M$.

The consequence can be seen by sharing the electron among only $k$ of the $M$ fragments. The cost is then

$$k\left[e(-1/k)-e(0)\right],$$

which lies below $\varepsilon_L$ once $k$ is large enough for the added charge $1/k$ to fall within the concave range. This arrangement remains available for every $M\ge k$, so the minimum cannot rise to $\varepsilon_L$ as $M$ grows. In that case the added charge does not spread evenly over all fragments, and the large-$M$ limit of the fundamental gap from total energies is below the eigenvalue gap $\varepsilon_L-\varepsilon_H$. If the even spread does remain the minimum for large $M$, the two gaps agree in the limit. The result for ionization should therefore not be carried over to addition without testing the tangent condition on that side.

**Recommendation**

The conclusion that the functional is accurate should be withdrawn. The straightness of the line may be reported, but as a property of the large system. For separated fragments, the informative checks are the dependence of $I_M$ on $M$ and the comparison of its limit with the ionization energy of one fragment. A curvature test should be made on the single fragment, where the error is still visible as curvature. The numerical output below gives the full set of values for LiH.

These results concern separated fragments. They do not fix the size of the error in a solid with overlapping orbitals, where $e(x)$ of an isolated unit no longer determines the energy. They do show that near-linearity in a large system cannot, by itself, establish that the slope is right.

## Computed values

```
LiH bond length: 1.60 angstrom
basis functions per molecule: 20
PBE energy of neutral LiH: -218.925 eV
PBE HOMO eigenvalue of neutral LiH: -4.393 eV
PBE e(1)-e(0), one molecule: 8.050 eV
minus integral of eigenvalue over x: 8.050 eV
x removed, e(x)-e(0) in eV, -eps(x) in eV:
  0.000000  0.0000  4.393
  0.015625  0.0695  4.499
  0.031250  0.1406  4.606
  0.062500  0.2879  4.823
  0.125000  0.6032  5.269
  0.250000  1.3198  6.205
  0.500000  3.1157  8.175
  1.000000  8.0503  7.019
M, I_M in eV, chord deviation at q=1/2 in eV, slope change in eV:
   1  8.050  -0.9094  2.6258
   2  6.231  -0.4762  3.7820
   4  5.279  -0.2268  1.8113
   8  4.825  -0.1095  0.8759
  16  4.606  -0.0537  0.4293
  32  4.499  -0.0265  0.2123
decay exponent of chord deviation, M=16 to 32: 1.016
kappa = e''(0+): 6.715 eV
kappa from energies, M=32: 6.794 eV
kappa from eigenvalues, M=32: 6.793 eV
I_16 from -eps_H + kappa/(2M): 4.603 eV
I_M extrapolated to infinite M: 4.393 eV
limiting slope -eps_H: 4.393 eV
pair separation: 500 angstrom
Coulomb energy of two half charges: 0.0072 eV
I of real pair, Coulomb removed: 6.2314 eV
2[e(1/2)-e(0)]: 6.2314 eV
pair: localized minus spread hole: 1.819 eV
x=1/2: spin-shared minus one-spin hole: 0.1761 eV
full CI ionization energy, same basis: 7.769 eV
PBE error of I, one molecule: 0.281 eV
PBE error of slope, infinite M: -3.376 eV
HF I, localized hole, any M: 6.998 eV
HF I, hole spread over 2: 7.348 eV
HF I, hole spread over 4: 7.650 eV
```
